# Charge Exchange in an Ion Sheath: Conserved Flux, Shared Energy: verification in Python

```python
# RESULT UNDER TEST
# Resonant charge exchange replaces a fast ion by a slow ion and a fast neutral.
# In a steady 1D sheath without ionization the net ion flux is uniform, and
#   (mean ion energy at wall) + (energy given to neutrals per incident ion)
#       = (entry energy) + (sheath voltage), energies in eV, single charge.
# SYMBOLS: position runs from sheath edge to wall; drop = potential drop from
# the edge (V); field = its slope (V/m); path = charge-exchange mean free path;
# flux = ions per area and time. SI units inside, engineering units in print.
# Main model: cold gas, constant cross section, dc voltage, no sheath electrons.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

qe, eps0, kB = const.e, const.epsilon_0, const.k
mass = 40 * const.atomic_mass
pressure_mtorr, gas_temp = 50.0, 300.0
sigma = 5e-19
te = 3.0
edge_density = 1e16
voltage = 200.0
gas_density = pressure_mtorr * 1e-3 * const.torr / (kB * gas_temp)
path0 = 1 / (gas_density * sigma)
entry_speed = np.sqrt(qe * te / mass)
entry_energy = 0.5 * mass * entry_speed**2 / qe
flux0 = edge_density * entry_speed
debye = np.sqrt(eps0 * te / (qe * edge_density))


def solve_sheath(flux, path, step=1e-6, electrons=0.0, start_field=0.0):
    """March Poisson's equation with the ion density summed over birth places."""
    size = 12000
    drop, field, dens, source = (np.zeros(size) for _ in range(4))
    decay = np.exp(-(np.arange(size) + 0.5) * step / path)
    root_factor = np.sqrt(2 * qe / mass)
    dens[0] = flux / entry_speed
    field[0] = start_field
    source[0] = qe / eps0 * (dens[0] - electrons)
    for k in range(1, size):
        drop[k] = drop[k-1] + field[k-1] * step + 0.5 * source[k-1] * step**2
        root = np.sqrt(drop[k] - drop[:k+1])
        # exact integral of 1/sqrt over each cell for a locally linear potential
        cells = 2 * step / (root[:-1] + root[1:])
        born = np.dot(decay[:k][::-1], cells) / (path * root_factor)
        speed = np.sqrt(entry_speed**2 + root_factor**2 * drop[k])
        dens[k] = flux * (np.exp(-k * step / path) / speed + born)
        source[k] = qe / eps0 * (dens[k] - electrons * np.exp(-drop[k] / te))
        field[k] = field[k-1] + 0.5 * step * (source[k-1] + source[k])
        if drop[k] >= voltage:
            break
    else:
        raise RuntimeError("sheath voltage not reached on the grid")
    part = (voltage - drop[k-1]) / (drop[k] - drop[k-1])
    pos = np.append(np.arange(k) * step, (k - 1 + part) * step)
    last = lambda a: np.append(a[:k], a[k-1] + part * (a[k] - a[k-1]))
    return pos, last(drop), last(field), last(dens)


def crossing_energy(pos, drop, path):
    """Mean energy of ions crossing each plane, from the history sum."""
    result = np.empty(len(pos))
    for i in range(len(pos)):
        weight = np.exp(-(pos[i] - pos[:i+1]) / path) / path
        result[i] = ((entry_energy + drop[i]) * np.exp(-pos[i] / path)
                     + trapezoid(weight * (drop[i] - drop[:i+1]), pos[:i+1]))
    return result


def energy_split(pos, drop, path):
    energy = crossing_energy(pos, drop, path)
    return energy[-1], trapezoid(energy, pos) / path, energy


# Sheath with charge exchange, and its grid convergence
pos, drop, field, dens = solve_sheath(flux0, path0)
width = pos[-1]
coarse_width = solve_sheath(flux0, path0, step=2e-6)[0][-1]
assert abs(coarse_width / width - 1) < 3e-3

# Collisionless width: marching against the closed form
free_width = solve_sheath(flux0, np.inf)[0][-1]
gain = np.sqrt(entry_speed**2 + 2 * qe * voltage / mass) - entry_speed
closed_width = (np.sqrt(eps0 * mass / (2 * qe**2 * flux0))
                * (2 / 3 * gain**1.5 + 2 * entry_speed * np.sqrt(gain)))
assert abs(free_width / closed_width - 1) < 3e-3
assert width < free_width
# A collisionless sheath squeezed to the collisional width carries more current
current_ratio = (closed_width / width)**2
squeezed = solve_sheath(flux0 * current_ratio, np.inf)[0][-1]
assert abs(squeezed / width - 1) < 5e-3

# Energy ledger, and closed form for a uniform field
ion_energy, neutral_energy, energy_profile = energy_split(pos, drop, path0)
total_energy = entry_energy + voltage
assert abs(ion_energy + neutral_energy - total_energy) < 1e-3 * total_energy
line = np.linspace(0, 2e-3, 1001)
uniform = crossing_energy(line, 1e5 * line, path0)[-1]
fade = np.exp(-line[-1] / path0)
assert abs(uniform - entry_energy * fade - 1e5 * path0 * (1 - fade)) < 1e-2


def follow_particles(gas_speed, seed):
    """Inject ions continuously in time, move them, and measure steady state."""
    rng = np.random.default_rng(seed)
    dt, per_step, warm, total = 5e-10, 10, 3000, 6000
    x, v, left = np.empty(0), np.empty(0), np.empty(0)
    edges = np.linspace(0, width, 5)
    counts, speeds = np.zeros(4), np.zeros(4)
    wall_energies, to_neutrals, returned, snaps = [], 0.0, 0, 0
    for step in range(total):
        middle = x + 0.5 * dt * v
        v = v + dt * qe / mass * np.interp(middle, pos, field)
        new = middle + 0.5 * dt * v
        left = left - np.abs(new - x)
        place = new + left * np.sign(v)
        hit = (left < 0) & (place < width) & (place >= 0)
        energy = 0.5 * mass * v**2 / qe
        wall = (new >= width) & ~hit
        back = (new < 0) & ~hit
        if step >= warm:
            local = np.interp(place[hit], pos, field)
            to_neutrals += np.sum(energy[hit] + local * (place - new)[hit])
            wall_energies.append(energy[wall] - field[-1] * (new[wall] - width))
            returned += np.count_nonzero(back)
        number = np.count_nonzero(hit)
        new[hit] = place[hit]
        v[hit] = gas_speed * rng.standard_normal(number)
        left[hit] = rng.exponential(path0, number)
        keep = ~(wall | back)
        start = rng.random(per_step) * entry_speed * dt
        x = np.concatenate([new[keep], start])
        v = np.concatenate([v[keep], np.full(per_step, entry_speed)])
        left = np.concatenate([left[keep],
                               rng.exponential(path0, per_step) - start])
        if step >= warm and step % 10 == 0:
            counts += np.histogram(x, edges)[0]
            speeds += np.histogram(x, edges, weights=v)[0]
            snaps += 1
    injected = per_step * (total - warm)
    scale = dt / (per_step * snaps * (edges[1] - edges[0]))
    return dict(energies=np.concatenate(wall_energies), injected=injected,
                neutral=to_neutrals / injected, returned=returned / injected,
                density=flux0 * counts * scale, flux=speeds * scale,
                speed=speeds / counts, edges=edges)


cold = follow_particles(0.0, 11)
wall_ratio = len(cold["energies"]) / cold["injected"]
assert abs(wall_ratio - 1) < 0.015
assert np.all(np.abs(cold["flux"] - 1) < 0.02)
for b in range(4):
    fine = np.linspace(cold["edges"][b], cold["edges"][b+1], 400)
    expected = np.mean(np.interp(fine, pos, dens))
    assert abs(cold["density"][b] / expected - 1) < 0.03
mc_ion = np.mean(cold["energies"])
mc_error = np.std(cold["energies"]) / np.sqrt(len(cold["energies"]))
assert abs(mc_ion - ion_energy) < 4 * mc_error
assert abs(cold["neutral"] - neutral_energy) < 5 * mc_error
# Only ions that never collided keep their entry energy on top of the voltage
virgin = np.mean(cold["energies"] > voltage + 0.5 * entry_energy)
virgin_formula = np.exp(-width / path0)
assert abs(virgin - virgin_formula) < 0.012

# Warm gas: some newborn ions return to the plasma; net flux stays uniform
warm_gas = follow_particles(np.sqrt(kB * gas_temp / mass), 12)
assert np.all(np.abs(warm_gas["flux"] - (1 - warm_gas["returned"])) < 0.02)

# Uniform-field drift speed for cold charge exchange, from the density integral
accel, trial_path = 3.0, 2.0
per_flux = quad(lambda r: 2 * np.exp(-r * r) / np.sqrt(2 * accel * trial_path),
                0, np.inf)[0]  # r squared is the distance since birth / path
birth = np.random.default_rng(5).exponential(trial_path, 400000)
# time average speed = total distance / total time over many free flights
sampled = birth.sum() / np.sqrt(2 * birth / accel).sum()
drift = np.sqrt(2 * accel * trial_path / np.pi)
assert abs(1 / per_flux / drift - 1) < 1e-8
assert abs(sampled / drift - 1) < 0.01


# Presheath fluid model: unit half gap, unit Bohm speed, unit central density
def presheath(drag):
    slope = lambda u, nu: (1 - u*u) / (nu * (1 + u*u) + drag * u**3)
    nu = brentq(lambda a: quad(slope, 0, 1, args=(a,))[0] - 1, 1e-3, 2)

    def rates(u, y):
        dlog = -(2 * nu * u + drag * u*u) / (nu * (1 + u*u) + drag * u**3)
        return [dlog, np.exp(y[0]) * slope(u, nu)]
    end = solve_ivp(rates, (0, 1), [0, 0], rtol=1e-9, atol=1e-11).y[:, -1]
    edge = np.exp(end[0])
    assert abs(nu * end[1] / edge - 1) < 1e-5  # all ions made leave at the edge
    return edge


half_gap = 0.02
edge_free = presheath(0.0)
edge_drag = presheath(np.pi * half_gap / (2 * path0))
assert abs(edge_free - 0.5) < 1e-6 and edge_drag < edge_free

# Sizes of neglected effects
e_pos, e_drop, e_field, e_dens = solve_sheath(
    flux0, path0, electrons=edge_density, start_field=0.1 * te / debye)
e_ion, e_neutral, _ = energy_split(e_pos, e_drop, path0)
rate_coefficient = 1e-16
thermal_ionization = (gas_density * rate_coefficient / flux0
                      * trapezoid(edge_density * np.exp(-e_drop / te), e_pos))
yield_secondary, sigma_ionization = 0.1, 3e-20
secondary_ionization = yield_secondary * gas_density * sigma_ionization * width
sigma_neutral = 2e-19
neutral_depth = (gas_density * sigma_neutral
                 * trapezoid(energy_profile * (width - pos), pos)
                 / trapezoid(energy_profile, pos))
l_pos, l_drop, _, _ = solve_sheath(flux0, 1.25 * path0)
low_ion = energy_split(l_pos, l_drop, 1.25 * path0)[0]
residence = trapezoid(dens, pos) / flux0
current = qe * flux0 * 0.1  # mA/cm2

print(f"Ion mass: {mass / const.atomic_mass:.0f} u")
print(f"Gas pressure: {pressure_mtorr:.0f} mTorr; temperature: {gas_temp:.0f} K")
print(f"Gas density: {gas_density * 1e-6:.3e} cm^-3")
print(f"Charge-exchange cross section: {sigma * 1e4:.1e} cm^2")
print(f"Mean free path: {path0 * 1e3:.3f} mm")
print(f"Electron temperature: {te:.1f} eV; sheath voltage: {voltage:.0f} V")
print(f"Edge density: {edge_density * 1e-6:.1e} cm^-3")
print(f"Debye length at edge: {debye * 1e3:.3f} mm")
print(f"Entry speed: {entry_speed:.0f} m/s; entry energy: {entry_energy:.2f} eV")
print(f"Ion flux: {flux0 * 1e-4:.3e} cm^-2 s^-1")
print(f"Ion current density: {current:.4f} mA/cm^2")
print(f"Sheath width with charge exchange: {width * 1e3:.3f} mm")
print(f"Sheath width without collisions: {free_width * 1e3:.3f} mm")
print(f"Fast neutrals made per incident ion: {width / path0:.3f}")
print(f"Never-collided fraction at wall, formula: {virgin_formula:.4f}")
print(f"Never-collided fraction at wall, particles: {virgin:.4f}")
print(f"Collisionless current at same width and voltage / actual: "
      f"{current_ratio:.3f}")
print(f"Wall flux / injected flux, particles: {wall_ratio:.4f}")
for b in range(4):
    print(f"Quarter {b+1} of sheath, particles: density "
          f"{cold['density'][b] * 1e-6:.3e} cm^-3, mean velocity "
          f"{cold['speed'][b]:.0f} m/s, flux/injected {cold['flux'][b]:.4f}")
print(f"Energy supplied per ion: {total_energy:.2f} eV")
print(f"Mean ion energy at wall, formula: {ion_energy:.2f} eV")
print(f"Mean ion energy at wall, particles: {mc_ion:.2f} eV "
      f"(standard error {mc_error:.2f} eV)")
print(f"Energy to neutrals per ion, formula: {neutral_energy:.2f} eV")
print(f"Energy to neutrals per ion, particles: {cold['neutral']:.2f} eV")
print(f"Neutral share of energy: {100 * neutral_energy / total_energy:.1f} %")
print(f"Mean energy per fast neutral: {neutral_energy * path0 / width:.2f} eV")
print(f"Power density, total: {current * total_energy:.2f} mW/cm^2")
print(f"Power density, ions at wall: {current * ion_energy:.2f} mW/cm^2")
print(f"Power density, given to neutrals: {current * neutral_energy:.2f} mW/cm^2")
for p in (10.0, 200.0):
    p_path = path0 * pressure_mtorr / p
    p_pos, p_drop, _, _ = solve_sheath(flux0, p_path)
    p_ion, p_neutral, _ = energy_split(p_pos, p_drop, p_path)
    assert abs(p_ion + p_neutral - total_energy) < 2e-3 * total_energy
    print(f"At {p:.0f} mTorr, same flux: width {p_pos[-1] * 1e3:.3f} mm, "
          f"ion energy {p_ion:.2f} eV, to neutrals {p_neutral:.2f} eV")
print(f"Presheath half gap: {half_gap * 1e3:.0f} mm")
print(f"Edge/central density, no charge exchange: {edge_free:.4f}")
print(f"Edge/central density, with charge exchange: {edge_drag:.4f}")
print(f"With sheath electrons (start field {0.1 * te / debye * 1e-2:.1f} V/cm): "
      f"width {e_pos[-1] * 1e3:.3f} mm, ion energy {e_ion:.2f} eV")
print(f"Rough ionization rate coefficient: {rate_coefficient * 1e6:.1e} cm^3/s")
print(f"Flux added by thermal electrons: {100 * thermal_ionization:.2f} %")
print(f"Rough secondary yield: {yield_secondary:.1f}; ionization cross section: "
      f"{sigma_ionization * 1e4:.1e} cm^2")
print(f"Flux added by secondary electrons: {100 * secondary_ionization:.2f} %")
print(f"Warm gas: ions returned to plasma {100 * warm_gas['returned']:.2f} %, "
      f"wall ion energy {np.mean(warm_gas['energies']):.2f} eV")
print(f"Rough neutral-neutral cross section: {sigma_neutral * 1e4:.1e} cm^2")
print(f"Further collisions per fast neutral, energy-weighted: {neutral_depth:.3f}")
print(f"Cross section 20 % lower: wall ion energy {low_ion:.2f} eV")
print(f"Mean ion residence time in sheath: {residence * 1e9:.0f} ns")
print(f"Period at 13.56 MHz: {1e3 / 13.56:.1f} ns")
print("finished without a failed check")
```

Printed output:

```
Ion mass: 40 u
Gas pressure: 50 mTorr; temperature: 300 K
Gas density: 1.609e+15 cm^-3
Charge-exchange cross section: 5.0e-15 cm^2
Mean free path: 1.243 mm
Electron temperature: 3.0 eV; sheath voltage: 200 V
Edge density: 1.0e+10 cm^-3
Debye length at edge: 0.129 mm
Entry speed: 2690 m/s; entry energy: 1.50 eV
Ion flux: 2.690e+15 cm^-2 s^-1
Ion current density: 0.4310 mA/cm^2
Sheath width with charge exchange: 2.337 mm
Sheath width without collisions: 2.684 mm
Fast neutrals made per incident ion: 1.881
Never-collided fraction at wall, formula: 0.1525
Never-collided fraction at wall, particles: 0.1508
Collisionless current at same width and voltage / actual: 1.319
Wall flux / injected flux, particles: 1.0000
Quarter 1 of sheath, particles: density 5.898e+09 cm^-3, mean velocity 4561 m/s, flux/injected 1.0001
Quarter 2 of sheath, particles: density 2.728e+09 cm^-3, mean velocity 9864 m/s, flux/injected 1.0001
Quarter 3 of sheath, particles: density 2.149e+09 cm^-3, mean velocity 12509 m/s, flux/injected 0.9994
Quarter 4 of sheath, particles: density 1.879e+09 cm^-3, mean velocity 14323 m/s, flux/injected 1.0004
Energy supplied per ion: 201.50 eV
Mean ion energy at wall, formula: 107.44 eV
Mean ion energy at wall, particles: 107.49 eV (standard error 0.39 eV)
Energy to neutrals per ion, formula: 94.06 eV
Energy to neutrals per ion, particles: 93.94 eV
Neutral share of energy: 46.7 %
Mean energy per fast neutral: 50.01 eV
Power density, total: 86.85 mW/cm^2
Power density, ions at wall: 46.31 mW/cm^2
Power density, given to neutrals: 40.54 mW/cm^2
At 10 mTorr, same flux: width 2.587 mm, ion energy 171.33 eV, to neutrals 30.17 eV
At 200 mTorr, same flux: width 1.946 mm, ion energy 46.52 eV, to neutrals 154.98 eV
Presheath half gap: 20 mm
Edge/central density, no charge exchange: 0.5000
Edge/central density, with charge exchange: 0.1963
With sheath electrons (start field 23.3 V/cm): width 2.690 mm, ion energy 105.75 eV
Rough ionization rate coefficient: 1.0e-10 cm^3/s
Flux added by thermal electrons: 1.75 %
Rough secondary yield: 0.1; ionization cross section: 3.0e-16 cm^2
Flux added by secondary electrons: 1.13 %
Warm gas: ions returned to plasma 0.35 %, wall ion energy 107.13 eV
Rough neutral-neutral cross section: 2.0e-15 cm^2
Further collisions per fast neutral, energy-weighted: 0.234
Cross section 20 % lower: wall ion energy 118.42 eV
Mean ion residence time in sheath: 275 ns
Period at 13.56 MHz: 73.7 ns
finished without a failed check
```
